\section*{Harmonic and Arithmetic Face Averaging at a Sharp Diffusivity Jump}

\section{Definitions and conventions}

Consider two adjacent finite-volume cells of equal width $h$ in one dimension. Their shared face is at $x=0$ and their centres are at $x=-h/2$ and $x=+h/2$, so the centres are also a distance $h$ apart. The diffusivity is $D_L$ throughout the left cell and $D_R$ throughout the right cell, both positive. The concentrations at the centres are $c_L$ and $c_R$. The flux is counted positive to the right and obeys Fick's law,
\begin{equation}
J=-D\,\frac{dc}{dx}.
\label{eq:fick}
\end{equation}

A finite-volume scheme stores one concentration per cell and needs the flux through each face. It writes this flux as
\begin{equation}
J_f=D_f\,\frac{c_L-c_R}{h},
\label{eq:face}
\end{equation}
which defines the face diffusivity $D_f$. Two candidates are the harmonic and the arithmetic mean,
\begin{equation}
H=\frac{2D_LD_R}{D_L+D_R},\qquad A=\frac{D_L+D_R}{2}.
\label{eq:means}
\end{equation}

The basic case rests on four assumptions: the state is steady and free of sources; $D$ depends on position and not on concentration; its jump lies at the shared face; and the concentration is continuous there. Later sections relax the last three, and the closing section also considers transients.

The numerical example uses round model parameters: $D_L=1\times10^{-14}$ and $D_R=1\times10^{-16}\ \mathrm{m^2/s}$, $h=0.1\ \mathrm{\mu m}$, $c_L=1000$ and $c_R=200\ \mathrm{mol/m^3}$.

\section{The steady flux between the centres}

Without sources, conservation reads $\partial c/\partial t=-\partial J/\partial x$. In a steady state the left side vanishes, so $J$ has the same value everywhere between the centres. Since $D$ is uniform within each cell, Eq.~\eqref{eq:fick} then gives a constant slope within each cell. The profile is two straight lines that meet at the face with different slopes. If this steady profile continues to the outer faces of the two cells, each centre concentration is also the cell average that the scheme stores, because a straight line takes its mean value at the midpoint.

Let $c_f$ be the concentration at the face. Each half-cell has length $h/2$, and the same flux crosses both:
\begin{equation}
J=\frac{2D_L(c_L-c_f)}{h}=\frac{2D_R(c_f-c_R)}{h}.
\label{eq:match}
\end{equation}
Cancelling $2/h$ and collecting the terms in $c_f$ gives
\begin{align}
D_Lc_L-D_Lc_f&=D_Rc_f-D_Rc_R,\nonumber\\
c_f&=\frac{D_Lc_L+D_Rc_R}{D_L+D_R}.
\label{eq:cf}
\end{align}
The drop across the left half is therefore
\begin{equation}
c_L-c_f=\frac{(D_L+D_R)c_L-D_Lc_L-D_Rc_R}{D_L+D_R}
=\frac{D_R(c_L-c_R)}{D_L+D_R}.
\end{equation}
Inserting this in the first form of Eq.~\eqref{eq:match} yields
\begin{equation}
J=\frac{2D_LD_R}{D_L+D_R}\,\frac{c_L-c_R}{h}=H\,\frac{c_L-c_R}{h}.
\label{eq:exact}
\end{equation}
Under the stated assumptions the harmonic mean is thus the exact face diffusivity, however large the jump.

The reason is clearest in terms of resistance, meaning concentration drop per unit flux. Equation~\eqref{eq:match} says that the two half-cells have resistances $h/(2D_L)$ and $h/(2D_R)$. Solute must cross one and then the other, so the drops add at common flux:
\begin{equation}
\frac{c_L-c_R}{J}=\frac{h}{2D_L}+\frac{h}{2D_R}=\frac{h}{H}.
\label{eq:series}
\end{equation}
The slow half-cell contributes the larger term, and for a large contrast it dominates the sum.

In the example,
\begin{equation}
H=\frac{2\times10^{-14}\times10^{-16}}{1.01\times10^{-14}}
=1.98\times10^{-16}\ \mathrm{m^2/s},
\end{equation}
and the face concentration is $c_f=992.1\ \mathrm{mol/m^3}$. Of the total drop of $800\ \mathrm{mol/m^3}$, the fast half takes $7.9$ and the slow half $792.1\ \mathrm{mol/m^3}$. The flux is
\begin{equation}
J=\frac{1.98\times10^{-16}\times800}{10^{-7}}
=1.58\times10^{-6}\ \mathrm{mol/(m^2\,s)}.
\end{equation}
A finite-element solution that resolves both halves and uses no face average gives the same flux, as the numerical output shows. The example holds the two concentrations at the centres and treats only the gap between them. The same steady flux could not continue to the outer face of the slow cell, because a further drop of $792.1\ \mathrm{mol/m^3}$ would make the concentration there negative.

\section{Why the arithmetic mean gives too much}

With $D_f=A$, Eq.~\eqref{eq:face} can be split into two terms:
\begin{equation}
J_A=\frac12\left[D_L\frac{c_L-c_R}{h}+D_R\frac{c_L-c_R}{h}\right].
\label{eq:parallel}
\end{equation}
Each bracketed term is the flux that one material would carry if the concentration fell along a single straight line from centre to centre. The arithmetic mean therefore assigns the same gradient to both materials and averages the resulting fluxes. This is the correct rule for two strips of equal area lying side by side, each spanning the whole gap. Here the materials lie one behind the other, and what they share is the flux, not the gradient.

The straight-line profile cannot be steady if $D_L\ne D_R$. In the example it would bring $8.0\times10^{-5}\ \mathrm{mol/(m^2\,s)}$ to the face from the left and carry away $8.0\times10^{-7}$ on the right. Solute would collect at the face and raise the concentration there from the midway value of $600\ \mathrm{mol/m^3}$ towards $992.1\ \mathrm{mol/m^3}$. In the steady state that is finally reached, the profile is flatter than the straight line on the fast side and steeper on the slow side, and the two fluxes agree. The arithmetic mean ignores that adjustment and returns the average of the two unequal fluxes, $4.04\times10^{-5}\ \mathrm{mol/(m^2\,s)}$. If the fast material were on the right, the face would be drained instead, but the error factor would be the same, because both means are symmetric in $D_L$ and $D_R$.

For given centre values, the ratio of the arithmetic to the exact flux is
\begin{equation}
\rho=\frac{A}{H}=\frac{(D_L+D_R)^2}{4D_LD_R}.
\label{eq:rho}
\end{equation}
Subtracting $1=4D_LD_R/(4D_LD_R)$ and using $(D_L+D_R)^2-4D_LD_R=(D_L-D_R)^2$ gives
\begin{equation}
\rho-1=\frac{(D_L-D_R)^2}{4D_LD_R}\ge0,
\label{eq:excess}
\end{equation}
with equality when $D_L=D_R$. The arithmetic mean thus overestimates the magnitude of the flux for any jump, whichever side is faster and whichever way the solute flows.

With the contrast $r=D_L/D_R$, Eq.~\eqref{eq:rho} becomes
\begin{equation}
\rho=\frac{(1+r)^2}{4r}=\frac r4+\frac12+\frac1{4r}.
\end{equation}
For $r$ near 1 the excess is $(r-1)^2/(4r)$, which is quadratic in the mismatch; this is why the choice of mean matters little where $D$ varies gently from cell to cell. For large $r$ the factor grows as $r/4$. The values are $1.125$ at $r=2$, $3.025$ at $r=10$, $25.5$ at $r=100$ and $250.5$ at $r=1000$. In the limit $r\to\infty$ at fixed $D_R$, $H$ tends to $2D_R$: the fast half offers no resistance, and the full drop falls across half the distance. Meanwhile $A$ grows as $D_L/2$, so it is set by the material that does not control the flux.

If the flux is prescribed instead of the centre values, the same error appears in the concentrations. The exact drop is $Jh/H$ and the arithmetic scheme gives $Jh/A$, which is too small by the factor $\rho$.

\section{How large the error is in a whole column}

The factor $\rho$ applies to fixed centre values. If two cells exchange solute only with each other, Eq.~\eqref{eq:face} makes their difference decay at the rate $2D_f/h^2$, so the arithmetic mean equalizes them $\rho$ times faster than the harmonic mean does. In a steady column held at its ends, by contrast, the centre values adjust, and the error in the total flux is smaller. Take a column of length $L$ divided into $N$ equal cells, $N$ even and $h=L/N$, with the jump at the middle face and the concentrations fixed at the two outer faces.

The left half of the column contributes one half-cell of length $h/2$ at the outer face and $N/2-1$ full centre-to-centre distances. Their total length is
\begin{equation}
\frac h2+\left(\frac N2-1\right)h=\frac{L-h}{2}.
\end{equation}
The right half contributes the same length. Both means reduce to the common value of $D$ between like cells, so these parts are treated correctly by either scheme. With $1/D_L+1/D_R=2/H$, their resistance is
\begin{equation}
\frac{L-h}{2}\left(\frac1{D_L}+\frac1{D_R}\right)=\frac{L-h}{H}.
\end{equation}
The middle face adds $h/D_f$. For $D_f=H$ the total is $L/H$, which is the exact resistance $L/(2D_L)+L/(2D_R)$ for every even $N$. For $D_f=A$ the total is too small, and at a fixed overall drop the flux is inversely proportional to it:
\begin{equation}
\frac{J_A}{J}=\frac{L/H}{(L-h)/H+h/A}
=\frac{1}{1-\dfrac1N\left(1-\dfrac1\rho\right)}.
\label{eq:column}
\end{equation}
The last form follows on multiplying numerator and denominator by $H/L$ and using $h/L=1/N$ and $H/A=1/\rho$.

Since $1/\rho>0$, the ratio stays below $N/(N-1)$ however large the contrast. For large $N$ the relative excess is close to $(1-1/\rho)/N$. It vanishes under refinement, but only to first order in $h$, because a single face is wrong and its share of the column shrinks with $h$.

Let the example concentrations, $1000$ and $200\ \mathrm{mol/m^3}$, now be held at the outer faces of a column $0.2\ \mathrm{\mu m}$ long. The exact flux is $7.92\times10^{-7}\ \mathrm{mol/(m^2\,s)}$. With two cells the arithmetic scheme gives $1.52\times10^{-6}$, too large by a factor of $1.92$ and not $25.5$. The excess relative to the exact flux is $14\%$ with 8 cells and $1.5\%$ with 64.

The concentrations are wrong as well. With two cells the exact centre values are $996.0$ and $596.0\ \mathrm{mol/m^3}$, a difference of $400$. The arithmetic scheme gives $992.4$ and $962.2\ \mathrm{mol/m^3}$, a difference of $30.2$. The face conducts too well, so it nearly equalizes the two cells, and the slow cell is overfilled by about $366\ \mathrm{mol/m^3}$. The excess of the slow cell over the outer face value of $200\ \mathrm{mol/m^3}$ is $762.2$ instead of $396.0\ \mathrm{mol/m^3}$. It is too large by the same factor of $1.92$ as the flux, because both schemes give the outer half-cell the same resistance.

\section{When the jump is not at the face}

Suppose that the jump lies a distance $\theta h$ from the left centre, with $0\le\theta\le1$. For $\theta\neq1/2$ one cell contains both materials. Its profile has a kink, so its centre value need no longer equal its average; $c_L$ and $c_R$ here denote centre values. The resistances in series are now
\begin{equation}
\frac{c_L-c_R}{J}=\frac{\theta h}{D_L}+\frac{(1-\theta)h}{D_R},
\end{equation}
and comparison with Eq.~\eqref{eq:face} gives the correct face diffusivity
\begin{equation}
D_f=\left[\frac{\theta}{D_L}+\frac{1-\theta}{D_R}\right]^{-1}.
\label{eq:theta}
\end{equation}
It equals $H$ at $\theta=1/2$. In the example, using $H$ when the jump is really at $\theta=0.25$ overestimates the flux by $49\%$; at $\theta=0.75$ it gives $51\%$ of the correct value.

The arithmetic mean also has a position at which it is right. Setting $D_f=A$ in Eq.~\eqref{eq:theta}, inverting, and multiplying by $D_LD_R$ gives
\begin{align}
\theta D_R+(1-\theta)D_L&=\frac{2D_LD_R}{D_L+D_R},\nonumber\\
\theta(D_L-D_R)&=D_L-\frac{2D_LD_R}{D_L+D_R}
=\frac{D_L(D_L-D_R)}{D_L+D_R},\nonumber\\
\theta&=\frac{D_L}{D_L+D_R}.
\label{eq:special}
\end{align}
For a contrast of 100 this is $\theta=0.990$: the fast material must fill 99\% of the gap before the arithmetic mean is correct.

Equation~\eqref{eq:theta} also covers cells of unequal widths $h_L$ and $h_R$ with the jump at their face. The centre distance is then $(h_L+h_R)/2$ and $\theta=h_L/(h_L+h_R)$, so that
\begin{equation}
D_f=\frac{h_L+h_R}{h_L/D_L+h_R/D_R}.
\end{equation}

\section{When concentration causes the jump}

In interdiffusion $D$ can depend on composition. Two neighbouring cells may then have very different diffusivities although no material boundary is fixed at their face. Let $D=D_L$ for $c>c^*$ and $D=D_R$ for $c<c^*$, with $c_L>c^*>c_R$ and $c$ continuous. Writing Eq.~\eqref{eq:fick} as $J\,dx=-D\,dc$ and integrating from centre to centre at constant $J$ gives
\begin{equation}
Jh=\int_{c_R}^{c_L}D(c)\,dc
=D_L(c_L-c^*)+D_R(c^*-c_R).
\label{eq:switch}
\end{equation}
The minus sign has been absorbed by exchanging the limits. The correct face value is now an average of $D$ over concentration, and it is arithmetic in form. If $c^*$ lies midway, both brackets equal $(c_L-c_R)/2$ and $D_f=A$. The harmonic mean is then too low by the factor $\rho$.

This agrees with the series picture, because the switch need not sit at the face. The drop $c_L-c^*$ occurs over the distance $\theta h$ in fast material, so $\theta=D_L(c_L-c^*)/(Jh)$. For the midway switch this is $D_L/(2A)=D_L/(D_L+D_R)$, the special position of Eq.~\eqref{eq:special}.

With $c^*=600\ \mathrm{mol/m^3}$ the flux is
\begin{equation}
J=\frac{10^{-14}\times400+10^{-16}\times400}{10^{-7}}
=4.04\times10^{-5}\ \mathrm{mol/(m^2\,s)},
\end{equation}
which is the arithmetic result and $25.5$ times the harmonic one. With $c^*=440\ \mathrm{mol/m^3}$ the flux rises to $5.62\times10^{-5}$, and even the arithmetic mean is too low. Direct integration of the nonlinear equation confirms both values.

\section{Choosing the face value in practice}

The choice follows from what fixes the jump. For a boundary between materials that coincides with a cell face and across which the concentration is continuous, use $H$, or its width-weighted form on an uneven grid. If the boundary lies elsewhere between the centres, use Eq.~\eqref{eq:theta} or move the grid so that a face follows the boundary. If $D$ is a function of a continuous concentration, use the integral of $D$ over concentration divided by $c_L-c_R$. These last two formulas are exact in a steady state for centre values; with stored cell averages they are in general approximations, because the profile within a cell need no longer be a single straight line.

At a phase boundary the concentration itself may jump. Suppose that the boundary stays fixed at the face, so that the same flux crosses both halves, and that local equilibrium fixes the right-hand face value at a constant $K$ times the left-hand value $c_f$, as for a dilute solute shared between two phases. Then
\begin{equation}
J=\frac{2D_L(c_L-c_f)}{h}=\frac{2D_R(Kc_f-c_R)}{h}.
\end{equation}
Solving each form for its drop, with the second divided by $K$, gives $c_L-c_f=hJ/(2D_L)$ and $c_f-c_R/K=hJ/(2KD_R)$. Their sum is
\begin{equation}
c_L-\frac{c_R}{K}=\frac{hJ}{2}\left(\frac1{D_L}+\frac1{KD_R}\right).
\end{equation}
The resistances still add, but the driving difference is $c_L-c_R/K$ and the right-hand diffusivity is weighted by $K$. Inserting $H$ in Eq.~\eqref{eq:face} would be wrong here: for $K\ne1$ it would predict a flux even at equilibrium, where $c_R=Kc_L$. If the boundary moves to the right at speed $v$, conservation makes the diffusive flux on its left exceed that on its right by $v(1-K)c_f$, and the formula above no longer holds.

In a transient the flux is not uniform between the centres. Integrating the conservation law over the left half-cell gives
\begin{equation}
J(0)-J(-h/2)=-\int_{-h/2}^{0}\frac{\partial c}{\partial t}\,dx,
\end{equation}
and similarly on the right. The harmonic formula is then an approximation. It is justified when the storage term, of size $(h/2)\,|\partial c/\partial t|$, is small compared with $|J|$ in both half-cells, but this condition is stricter than needed. Since $c_L-c_R=\int J/D\,dx$ between the centres, the change of $J$ within each half-cell counts in proportion to that half-cell's share of the resistance, so at large contrast it is mainly storage in the slow half that spoils the formula. Where that storage is large, as it can be just after a sudden change at a boundary, the remedy is a finer grid wherever the profile is still changing, above all in the slow material and not only next to the jump; another average of the two diffusivities cannot supply the missing storage term.

\section*{Values computed for the example and the checks}
\begin{verbatim}
D_left = 1.000e-14 m^2/s, D_right = 1.000e-16 m^2/s
centre distance = 0.100 um
c_left = 1000.0 mol/m^3, c_right = 200.0 mol/m^3
harmonic mean H = 1.9802e-16 m^2/s
arithmetic mean A = 5.0500e-15 m^2/s
face concentration, resolved = 992.079 mol/m^3
drop in left half = 7.921 mol/m^3
drop in right half = 792.079 mol/m^3
flux, resolved solution = 1.5842e-06 mol/(m^2 s)
flux, harmonic face = 1.5842e-06 mol/(m^2 s)
flux, arithmetic face = 4.0400e-05 mol/(m^2 s)
arithmetic flux / resolved flux = 25.5025
straight-line profile, left flux = 8.0000e-05 mol/(m^2 s)
straight-line profile, right flux = 8.0000e-07 mol/(m^2 s)
contrast 2: arithmetic/resolved flux = 1.1250
contrast 10: arithmetic/resolved flux = 3.0250
contrast 100: arithmetic/resolved flux = 25.5025
contrast 1000: arithmetic/resolved flux = 250.5003
jump at theta = 0.2500: effective D = 1.3289e-16 m^2/s, H/D_eff = 1.4901
jump at theta = 0.5000: effective D = 1.9802e-16 m^2/s, H/D_eff = 1.0000
jump at theta = 0.7500: effective D = 3.8835e-16 m^2/s, H/D_eff = 0.5099
jump at theta = 0.9901: effective D = 5.0500e-15 m^2/s, H/D_eff = 0.0392
D switches at c = 440.0 mol/m^3: flux = 5.6240e-05 mol/(m^2 s), theta = 0.9957
D switches at c = 600.0 mol/m^3: flux = 4.0400e-05 mol/(m^2 s), theta = 0.9901
midway switch: true flux / harmonic flux = 25.502
column length = 0.200 um
column flux, resolved = 7.9208e-07 mol/(m^2 s)
2 cells, arithmetic flux = 1.5244e-06 mol/(m^2 s)
2 cells, harmonic centres = 996.04, 596.04 mol/m^3
2 cells, arithmetic centres = 992.38, 962.19 mol/m^3
2 cells, centre-to-centre drop: harmonic 400.00, arithmetic 30.19 mol/m^3
2 cells: harmonic/resolved = 1.000000, arithmetic/resolved = 1.924535
4 cells: harmonic/resolved = 1.000000, arithmetic/resolved = 1.316131
8 cells: harmonic/resolved = 1.000000, arithmetic/resolved = 1.136491
16 cells: harmonic/resolved = 1.000000, arithmetic/resolved = 1.063886
32 cells: harmonic/resolved = 1.000000, arithmetic/resolved = 1.030954
64 cells: harmonic/resolved = 1.000000, arithmetic/resolved = 1.015241
\end{verbatim}
